**Potential step of a charge sheet above a metal: σd/ε₀, not 2σd/ε₀**

Here σ is the sheet's charge per area, d its height above the metal and ε₀ the vacuum permittivity. The program solves Poisson's equation by finite differences without image charges and asserts that the step is σd/ε₀ when the field beyond the sheet is zero. For 10¹³ elementary charges per cm² at 0.20 nm, the output gives 0.3619 V. Coulomb integrals assert that the doubled value, 0.7238 V, is the total step between two free sheets, half of which lies where the real metal is. Further assertions cover a dielectric gap, screening in the metal, a second electrode and the charge induced by a point charge. An explicit lattice sum confirms the average step with its finite-patch correction, and the lateral ripple at 1 and 3 nm. The output also shows that a filled gap (relative permittivity 4) lowers the step to 0.0905 V, and that a screening length of 0.06 nm then raises it to 0.1990 V.

## Program and output

```python
"""
Result under test: a charge sheet sigma at height d above a metal gives
the potential step sigma*d/epsilon0, not 2*sigma*d/epsilon0.
The metal fills z < 0 and its interior is at zero potential. The field
far above the sheet is zero unless a second electrode is specified.
Lengths are in nm and potentials in V. gap_field = sigma/epsilon0 in V/nm.
The Poisson solver uses no image charges; Coulomb quadratures and lattice
sums test the image description separately.
"""
import numpy as np
from scipy.constants import e, epsilon_0, hbar, m_e, pi
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.special import ellipk

# Round model inputs
number_per_cm2 = 1.0e13
height = 0.2
stack_thickness = 3.0
gap_k = 4.0
upper_k = 20.0
screening = 0.06
barrier_eV = 3.0
breakdown_MV_cm = 5.0

number_per_nm2 = number_per_cm2 * 1e-14
sigma = number_per_cm2 * 1e4 * e
gap_field = sigma / epsilon_0 * 1e-9
step = gap_field * height
coulomb = e / (4 * pi * epsilon_0) * 1e9


def solve_stack(k_gap=1.0, k_upper=1.0, screen=0.0, top_voltage=None):
    """Finite-volume Poisson solution; optional linear metal screening."""
    h = 0.001
    surface = round(20 * screen / h)
    sheet = surface + round(height / h)
    last = surface + round(stack_thickness / h)
    z = (np.arange(last + 1) - surface) * h
    middle = z[:-1] + h / 2
    permittivity = np.where(middle < 0, 1.0,
                            np.where(middle < height, k_gap, k_upper))
    response = np.zeros(last + 1)
    if screen > 0:
        response[:surface] = 1 / screen**2
        response[surface] = 0.5 / screen**2
    matrix = np.zeros((3, last + 1))
    matrix[0, 1:] = -permittivity / h
    matrix[2, :-1] = -permittivity / h
    matrix[1, 1:-1] = ((permittivity[:-1] + permittivity[1:]) / h
                       + h * response[1:-1])
    matrix[1, 0] = 1.0
    matrix[0, 1] = 0.0
    source = np.zeros(last + 1)
    source[sheet] = gap_field
    if top_voltage is None:
        matrix[1, -1] = permittivity[-1] / h
    else:
        matrix[1, -1] = 1.0
        matrix[2, -2] = 0.0
        source[-1] = top_voltage
    phi = solve_banded((1, 1), matrix, source)
    moment = gap_field * height - np.sum(h * response * phi * z)
    top_slope = (phi[-1] - phi[-2]) / h
    return phi, sheet, moment, top_slope


# Poisson equation with an ideal metal and with dielectric filling
phi, sheet, _, _ = solve_stack()
poisson_step = phi[-1]
half_height_potential = phi[sheet // 2]
assert np.isclose(poisson_step, step, rtol=1e-7)
assert np.isclose(half_height_potential, step / 2, rtol=1e-7)
filled_step = solve_stack(gap_k, upper_k)[0][-1]
assert np.isclose(filled_step, step / gap_k, rtol=1e-7)
assert np.isclose(solve_stack(gap_k, 1.0)[0][-1], filled_step, rtol=1e-7)

# A metal with finite screening length: step and actual dipole moment
phi, _, moment, _ = solve_stack(screen=screening)
screened_step = phi[-1]
assert np.isclose(screened_step, gap_field * (height + screening), rtol=1e-4)
assert np.isclose(screened_step, moment, rtol=1e-6)
combined_step = solve_stack(gap_k, upper_k, screening)[0][-1]
assert np.isclose(combined_step,
                  gap_field * (height / gap_k + screening), rtol=2e-4)

# Second electrode: shorted case and voltage giving zero field above sheet
phi, sheet, _, slope_zero = solve_stack(top_voltage=0.0)
shorted_potential = phi[sheet]
assert np.isclose(shorted_potential,
                  step * (1 - height / stack_thickness), rtol=1e-7)
slope_one = solve_stack(top_voltage=1.0)[3]
zero_field_voltage = -slope_zero / (slope_one - slope_zero)
assert np.isclose(zero_field_voltage, step, rtol=1e-7)


# Induced density for a unit charge at unit height, in Gaussian-style units
def induced_density(r):
    return -1 / (2 * pi * (r*r + 1)**1.5)


induced_total = quad(lambda r: 2*pi*r*induced_density(r), 0, np.inf)[0]
assert np.isclose(induced_total, -1, atol=1e-8)


def induced_potential(radius, z):
    def ring(r):
        reach = (radius + r)**2 + z*z
        mean_inverse = 2 / pi * ellipk(4*radius*r/reach) / np.sqrt(reach)
        return 2*pi*r*induced_density(r)*mean_inverse
    return quad(ring, 0, np.inf, limit=300, epsabs=1e-9)[0]


for radius, z in [(0.4, -0.7), (1.5, -0.4)]:
    direct = 1 / np.hypot(radius, z - 1)
    assert abs(direct + induced_potential(radius, z)) < 1e-6
for radius, z in [(0.4, 1.8), (1.5, 0.5)]:
    image = -1 / np.hypot(radius, z + 1)
    assert abs(induced_potential(radius, z) - image) < 1e-6


def pair_potential(radius, z):
    """Potential of one elementary charge and its opposite image."""
    r1 = np.sqrt(radius**2 + (z - height)**2)
    r2 = np.sqrt(radius**2 + (z + height)**2)
    return coulomb * 4*z*height / (r1*r2*(r1 + r2))


def plane_average(z):
    integral = quad(lambda r: 2*pi*r*pair_potential(r, z),
                    0, np.inf, limit=300)[0]
    return number_per_nm2 * integral


average_above = plane_average(1.0)
average_below = plane_average(-1.0)
fictitious_total = average_above - average_below
assert np.isclose(average_above, step, rtol=1e-6)
assert np.isclose(plane_average(0.1), gap_field * 0.1, rtol=1e-6)
assert np.isclose(fictitious_total, 2 * step, rtol=1e-6)

# One free sheet: potential drop on the axis of a very large disc
disc_radius = 1e5


def disc_potential(distance):
    # Substitution by distance to the source removes the inner endpoint peak
    outer = np.hypot(disc_radius, distance)
    return coulomb * number_per_nm2 * quad(
        lambda s: 2*pi, distance, outer)[0]


single_field = (disc_potential(1.0) - disc_potential(2.0)) / 1.0
assert np.isclose(single_field, gap_field / 2, rtol=1e-4)

# Explicit square lattice of charges and images inside a large circle
spacing = 1 / np.sqrt(number_per_nm2)
patch_radius = 300 * spacing
indices = np.arange(-302, 303)


def lattice_potential(z, offset):
    x = (indices - offset) * spacing
    radius = np.hypot(x[:, None], x[None, :])
    radius = radius[radius < patch_radius]
    return np.sum(pair_potential(radius, z))


far_height = 3 * spacing
lattice_step = lattice_potential(far_height, 0.0)
patch_factor = 1 - far_height / np.hypot(patch_radius, far_height)
assert np.isclose(lattice_step, step * patch_factor, rtol=1e-4)
ripple_1 = lattice_potential(1.0, 0.0) - lattice_potential(1.0, 0.5)
ripple_3 = lattice_potential(3.0, 0.0) - lattice_potential(3.0, 0.5)
wave = 2 * pi / spacing


def harmonic(wave_number, z):
    """Amplitude of one lateral Fourier component above the sheet."""
    return (gap_field / wave_number * np.exp(-wave_number*z)
            * np.sinh(wave_number*height))


def ripple_series(z):
    """Site minus hollow: only harmonics with odd m+n contribute."""
    total = 0.0
    for m in range(-12, 13):
        for n in range(-12, 13):
            if (m + n) % 2 == 1:
                total += 2 * harmonic(wave*np.hypot(m, n), z)
    return total


leading_ripple_3 = 8 * harmonic(wave, 3.0)
assert np.isclose(ripple_1, ripple_series(1.0), rtol=1e-3)
assert np.isclose(ripple_3, ripple_series(3.0), rtol=1e-3)


# Electron tunnelling from metal to a positive sheet: order of magnitude
def decay_rate(z):
    energy = (barrier_eV - gap_field*z) * e
    return np.sqrt(2*m_e*energy) / hbar * 1e-9


tunnel_factor = np.exp(-2 * quad(decay_rate, 0, height)[0])
wave_solution = solve_ivp(
    lambda z, y: [y[1], decay_rate(z)**2 * y[0]], (height, 0),
    [1.0, -decay_rate(height)], rtol=1e-9, atol=1e-11)
wave_ratio = 1 / wave_solution.y[0, -1]**2
# The exponential estimate omits a slowly varying amplitude prefactor
assert np.isclose(tunnel_factor, wave_ratio, rtol=0.10)

field_MV_cm = gap_field * 10
print("INPUTS (round model values)")
print(f"Charges per area: {number_per_cm2:.1e} cm^-2")
print(f"Sheet height d: {height:.2f} nm")
print(f"Stack thickness L: {stack_thickness:.1f} nm")
print("MAIN RESULT")
print(f"Sheet charge: {sigma*100:.3f} uC/cm2")
print(f"Field of one free sheet: {single_field*10:.2f} MV/cm")
print(f"Gap field: {field_MV_cm:.2f} MV/cm")
print(f"Step sigma d/epsilon0: {step:.4f} V")
print(f"Step from Poisson solver: {poisson_step:.4f} V")
print(f"Potential at d/2: {half_height_potential:.4f} V")
print(f"Electron energy change: {-step:.4f} eV")
print("IMAGE DESCRIPTION")
print(f"Induced charge / point charge: {induced_total:.6f}")
print(f"Plane average far above: {average_above:.4f} V")
print(f"Plane average far below (fictitious): {average_below:.4f} V")
print(f"Total fictitious step: {fictitious_total:.4f} V")
print("SECOND ELECTRODE")
print(f"Sheet potential, shorted: {shorted_potential:.4f} V")
print(f"Voltage for zero upper field: {zero_field_voltage:.4f} V")
print("NEGLECTED EFFECTS (rough input values)")
print(f"Electronic permittivity of gap: {gap_k:.1f} (relative)")
print(f"Permittivity above sheet: {upper_k:.1f} (relative)")
print(f"Step with filled gap: {filled_step:.4f} V")
print(f"Field in filled gap: {field_MV_cm/gap_k:.2f} MV/cm")
print(f"Metal screening length: {screening:.2f} nm")
print(f"Vacuum-gap step with screening: {screened_step:.4f} V")
print(f"Filled-gap step with screening: {combined_step:.4f} V")
print(f"Outward image-plane shift: {screening:.2f} nm")
print(f"Vacuum step with that shift: {gap_field*(height-screening):.4f} V")
print(f"Rough high-k breakdown field: {breakdown_MV_cm:.1f} MV/cm")
print(f"Vacuum gap field / breakdown: {field_MV_cm/breakdown_MV_cm:.2f}")
print(f"Electron barrier at metal: {barrier_eV:.1f} eV")
print(f"Tunnelling factor, exponential: {tunnel_factor:.4f}")
print(f"Tunnelling factor, wave equation: {wave_ratio:.4f}")
print("DISCRETE CHARGES (square lattice, vacuum)")
print(f"Lattice spacing: {spacing:.3f} nm")
print(f"Patch radius: {patch_radius:.1f} nm")
print(f"Height for lattice sum: {far_height:.3f} nm")
print(f"Potential from lattice sum: {lattice_step:.4f} V")
print(f"Finite-patch factor: {patch_factor:.4f}")
print(f"Site-to-hollow ripple at 1 nm: {ripple_1:.4f} V")
print(f"Site-to-hollow ripple at 3 nm: {ripple_3:.6f} V")
print(f"Leading harmonics alone at 3 nm: {leading_ripple_3:.6f} V")
print("every check passed")
```

Running it gives:

```
INPUTS (round model values)
Charges per area: 1.0e+13 cm^-2
Sheet height d: 0.20 nm
Stack thickness L: 3.0 nm
MAIN RESULT
Sheet charge: 1.602 uC/cm2
Field of one free sheet: 9.05 MV/cm
Gap field: 18.10 MV/cm
Step sigma d/epsilon0: 0.3619 V
Step from Poisson solver: 0.3619 V
Potential at d/2: 0.1810 V
Electron energy change: -0.3619 eV
IMAGE DESCRIPTION
Induced charge / point charge: -1.000000
Plane average far above: 0.3619 V
Plane average far below (fictitious): -0.3619 V
Total fictitious step: 0.7238 V
SECOND ELECTRODE
Sheet potential, shorted: 0.3378 V
Voltage for zero upper field: 0.3619 V
NEGLECTED EFFECTS (rough input values)
Electronic permittivity of gap: 4.0 (relative)
Permittivity above sheet: 20.0 (relative)
Step with filled gap: 0.0905 V
Field in filled gap: 4.52 MV/cm
Metal screening length: 0.06 nm
Vacuum-gap step with screening: 0.4705 V
Filled-gap step with screening: 0.1990 V
Outward image-plane shift: 0.06 nm
Vacuum step with that shift: 0.2533 V
Rough high-k breakdown field: 5.0 MV/cm
Vacuum gap field / breakdown: 3.62
Electron barrier at metal: 3.0 eV
Tunnelling factor, exponential: 0.0321
Tunnelling factor, wave equation: 0.0336
DISCRETE CHARGES (square lattice, vacuum)
Lattice spacing: 3.162 nm
Patch radius: 948.7 nm
Height for lattice sum: 9.487 nm
Potential from lattice sum: 0.3583 V
Finite-patch factor: 0.9900
Site-to-hollow ripple at 1 nm: 0.5041 V
Site-to-hollow ripple at 3 nm: 0.007672 V
Leading harmonics alone at 3 nm: 0.007662 V
every check passed
```
